\section*{Anderson mixing as one fixed-point step after GMRES}

\section{The result}

Consider the linear fixed-point problem $x=g(x)$ in $\mathbb R^n$, with
\begin{equation}
g(x)=Ax+b,\qquad M=I-A,\qquad f(x)=g(x)-x=b-Mx .
\label{eq:problem}
\end{equation}
The matrix $M$ is nonsingular, so there is one solution, $x_*=M^{-1}b$. The vector $f(x)$ is the residual: the change that one more self-consistency cycle would make.

Full-memory Anderson mixing with unit mixing starts with $x_1=g(x_0)$ and continues with
\begin{equation}
x_{k+1}=\sum_{j=0}^{k}\alpha_j\,g(x_j),\qquad \sum_{j=0}^{k}\alpha_j=1,
\label{eq:anderson}
\end{equation}
where the $\alpha_j$, chosen afresh for each $k$, minimize $\|\sum_j\alpha_jf(x_j)\|$.

The norm is that of an inner product $\langle\cdot,\cdot\rangle$, Euclidean in all examples; in other norms, such as the maximum norm, the minimizer need not be unique. GMRES for $Mx=b$, from the same start and in the same norm, takes as its iterate $x_k^G$ the minimizer of $\|b-Mx\|$ over $x_0+K_k$. Here
\begin{equation}
K_k=\mathrm{span}\{r_0,Mr_0,\dots,M^{k-1}r_0\},\qquad r_k=b-Mx_k^G ,
\end{equation}
with $x_0^G=x_0$ and $K_0=\{0\}$. GMRES stagnates at step $j$ if $\|r_j\|=\|r_{j-1}\|\neq0$.

The result, in exact arithmetic, is this. Let $k\ge1$; the case $k=0$ is the starting step $x_1=g(x_0)$. If $r_{k-1}\ne0$ and $\|r_j\|<\|r_{j-1}\|$ for $0<j<k$, then
\begin{equation}
\sum_{j=0}^k\alpha_jx_j=x_k^G,\qquad x_{k+1}=g(x_k^G).
\label{eq:result}
\end{equation}
The optimal average inside Anderson mixing is the GMRES iterate, and the new Anderson iterate is one fixed-point step beyond it.

\section{One unknown}

Let $g(x)=ax+b$ with numbers $a\neq1$ and $b$, and let $r_0=b-(1-a)x_0\neq0$. The first step gives $x_1=x_0+r_0$, with residual
\begin{equation}
f(x_1)=b-(1-a)(x_0+r_0)=r_0-(1-a)r_0=a r_0 .
\end{equation}
The weights satisfy $\alpha_0+\alpha_1=1$, and the combined residual $(\alpha_0+\alpha_1a)r_0$ can be made zero:
\begin{equation}
\alpha_1=\frac1{1-a},\qquad \alpha_0=-\frac{a}{1-a}.
\end{equation}
The average is $x_0+\alpha_1r_0=x_0+r_0/(1-a)=b/(1-a)=x_*$. GMRES also finds $x_*$ in one step, since $K_1$ is the whole line. Hence $x_2=g(x_*)=x_*$, in agreement with \eqref{eq:result}. The size of $a$ played no part: for $|a|>1$ plain iteration diverges, and Anderson mixing still ends at $x_2$.

\section{Many unknowns, two stored points}

In $n$ dimensions, again $x_1=x_0+r_0$ and $f(x_1)=r_0-Mr_0$. Writing $\theta=\alpha_1$ and $\alpha_0=1-\theta$,
\begin{align}
\alpha_0x_0+\alpha_1x_1&=x_0+\theta r_0,\\
\alpha_0f(x_0)+\alpha_1f(x_1)&=r_0-\theta Mr_0 .
\end{align}
Setting the derivative of $\|r_0-\theta Mr_0\|^2$ with respect to $\theta$ to zero gives
\begin{equation}
\theta=\frac{\langle r_0,Mr_0\rangle}{\|Mr_0\|^2}.
\label{eq:theta}
\end{equation}
GMRES minimizes the same expression over $x_0+K_1=\{x_0+\theta r_0\}$. The average is therefore $x_1^G$, and $x_2=x_1^G+r_1=g(x_1^G)$.

Two limits show what can happen. If $M=mI$, then $\theta=1/m$ and the average is the solution, as for one unknown. If $\langle r_0,Mr_0\rangle=0$, then $\theta=0$: GMRES stagnates at its first step, and $x_2=g(x_0)=x_1$. Formula \eqref{eq:result} still holds for this $x_2$, but Anderson mixing has produced no new point. The general proof has to account for this.

\section{Any number of stored points}

\subsection*{Averages pass through the map}

Because the weights sum to one, $b=\sum_j\alpha_jb$, and so
\begin{align}
\sum_j\alpha_jg(x_j)&=A\sum_j\alpha_jx_j+b=g\Big(\sum_j\alpha_jx_j\Big),\label{eq:affine}\\
\sum_j\alpha_jf(x_j)&=b-M\sum_j\alpha_jx_j=f\Big(\sum_j\alpha_jx_j\Big).
\end{align}
Anderson mixing thus minimizes the true residual over the affine hull of $x_0,\dots,x_k$, the set of all averages with weights summing to one. It remains to show that this hull is $x_0+K_k$.

\subsection*{The Krylov space has full dimension}

Under the stated assumptions $\dim K_m=m$ for $m\le k$. For $m=1$ this says $r_0\ne0$, which holds because GMRES residuals cannot grow and $r_{k-1}\neq0$. Suppose that the dimension first fails to grow at some $m\geq2$, so that $K_m=K_{m-1}$. Then $MK_{m-1}\subseteq K_m=K_{m-1}$. Since $M$ is nonsingular, $MK_{m-1}$ has the same dimension as $K_{m-1}$, and the two spaces are equal. Hence $r_0=Mw$ for some $w\in K_{m-1}$. The point $x_0+w$ then has zero residual, so $r_{m-1}=0$ and therefore $r_{k-1}=0$, a contradiction.

\subsection*{The hull grows at each step}

The hull of $x_0,x_1$ is $x_0+K_1$, since $x_1-x_0=r_0$. Now let $1\le j\le k-1$ and suppose that the hull of $x_0,\dots,x_j$ is $x_0+K_j$. Both methods then minimize the same residual over the same set, so the average is $x_j^G$ and $x_{j+1}=g(x_j^G)$. With $z_j=x_j^G-x_0\in K_j$,
\begin{equation}
x_{j+1}-x_0=z_j+r_j,\qquad r_j=r_0-Mz_j\in K_{j+1}.
\label{eq:newdir}
\end{equation}
The hull grows to $x_0+K_{j+1}$ provided $r_j\notin K_j$.

Suppose instead that $r_j\in K_j$. Since $r_0\in K_j$, also $Mz_j\in K_j$. Write $z_j=\sum_{i=0}^{j-1}c_iM^ir_0$. Then
\begin{equation}
Mz_j=\sum_{i=0}^{j-1}c_iM^{i+1}r_0
\end{equation}
contains $M^jr_0$ with coefficient $c_{j-1}$. The vectors $r_0,\dots,M^jr_0$ are independent because $j+1\le k$, so $c_{j-1}=0$ and $z_j\in K_{j-1}$. The best point in $x_0+K_j$ then lies already in $x_0+K_{j-1}$, which gives $\|r_j\|=\|r_{j-1}\|$. That is stagnation, excluded for $0<j<k$. The induction therefore runs up to the hull of $x_0,\dots,x_k$.

\subsection*{The minimizer is unique}

The differences $x_j-x_0$, $j=1,\dots,k$, span $K_k$ and are independent. So are the residual differences $f(x_j)-f(x_0)=-M(x_j-x_0)$. The least-squares problem has one set of weights, the average is $x_k^G$, and \eqref{eq:affine} gives \eqref{eq:result}.

\subsection*{Limits and variants}

The residual of the new iterate follows by substitution:
\begin{equation}
f(x_{k+1})=b-M(x_k^G+r_k)=r_k-Mr_k=Ar_k .
\label{eq:Ar}
\end{equation}
Since $x_{k+1}\in x_0+K_{k+1}$, the next GMRES residual can be no larger, and
\begin{equation}
\|r_{k+1}\|\le\|f(x_{k+1})\|\le\|A\|\,\|r_k\| .
\label{eq:sandwich}
\end{equation}
The extra step lowers the residual if $\|A\|<1$. If $\|A\|>1$ it can raise it, and $x_k^G$, which the method has already formed, may be the better answer. When $r_k=0$, the step changes nothing and $x_{k+1}=x_*$.

With a mixing parameter $\beta\ne0$, the update is the average plus $\beta$ times its residual. In \eqref{eq:newdir} the new direction becomes $z_j+\beta r_j$, the spans are unchanged, and $x_{k+1}=x_k^G+\beta r_k$. In this linear setting $\beta$ affects the last step and not the underlying GMRES sequence.

A numerical case tests the result where plain iteration diverges. Take 12 unknowns and let $M$ be diagonal, with entries equally spaced from 1 to 4, plus a random antisymmetric matrix. The spectral radius of $A$ is 2.523. GMRES was computed from an orthonormal Krylov basis and Anderson mixing from its stored iterates. For $k=0$ to 8 the difference between $x_{k+1}$ and $g(x_k^G)$ was at most $7.3\times10^{-13}$ of the remaining error $\|x_{k+1}-x_*\|$. When Anderson mixing kept just one earlier point besides the current one, the largest difference over the same range was 5.071 times $\|x_*\|$. Full memory is thus a real condition of the theorem.

\section{What stagnation does}

Let GMRES stagnate for the first time at step $k$, with $r_k\neq0$. The minimizer over $x_0+K_k$ is unique and $x_{k-1}^G$ attains the minimum, so $x_k^G=x_{k-1}^G$. The theorem still covers $x_{k+1}$ and gives
\begin{equation}
x_{k+1}=g(x_k^G)=g(x_{k-1}^G)=x_k .
\end{equation}
Adding a copy of $x_k$ does not enlarge the hull. The weights are no longer unique, but the average is, so every later iterate equals $x_k$. GMRES goes on enlarging its space and may recover.

A case with three unknowns shows both outcomes:
\begin{equation}
M=\begin{pmatrix}1&1&1\\1&1&0\\0&1&1\end{pmatrix},\quad
b=\begin{pmatrix}1\\0\\0\end{pmatrix},\quad x_0=0 .
\end{equation}
Here $r_0=(1,0,0)$ and $Mr_0=(1,1,0)$, so \eqref{eq:theta} gives $\theta=1/2$, $x_1^G=(\tfrac12,0,0)$ and $r_1=(\tfrac12,-\tfrac12,0)$. The space $K_2$ is spanned by the first two unit vectors, and $M$ maps them to $(1,1,0)$ and $(1,1,1)$. Both images are orthogonal to $r_1$, so the second step brings no gain and $r_2=r_1$. At the third step GMRES has the whole space and finds $x_*=(1,-1,1)$. Its residual norms are 1, 0.7071, 0.7071 and 0.

Anderson mixing gives $x_1=(1,0,0)$ and
\begin{equation}
x_2=x_1^G+r_1=(1,-\tfrac12,0),\qquad f(x_2)=(\tfrac12,-\tfrac12,\tfrac12),
\end{equation}
with residual norm $\sqrt3/2=0.8660$. Next, $x_3=x_2^G+r_2=x_1^G+r_1=x_2$. The computed residual norm stays at 0.8660 up to $x_8$, where the run ended.

A simple condition excludes this failure. From $x_{j-1}^G$ one may move by $t\,r_{j-1}$ and remain in $x_0+K_j$, because $r_{j-1}\in K_j$. With the best $t$, found as in \eqref{eq:theta},
\begin{equation}
\|r_j\|^2\le\|r_{j-1}\|^2-\frac{\langle r_{j-1},Mr_{j-1}\rangle^2}{\|Mr_{j-1}\|^2}.
\label{eq:drop}
\end{equation}
If $\langle r,Mr\rangle>0$ for every $r\neq0$, GMRES cannot stagnate before it reaches the solution. The 12-unknown matrix has this property: its antisymmetric part drops out of $\langle r,Mr\rangle$, and its diagonal part is positive.

\section{A linear self-consistency problem: C$_2$H$_4$ in a field}

\subsection*{The response equations}

The first-order response of a closed-shell Hartree--Fock state to a static field is a linear fixed-point problem. In Hartree atomic units an electron in a field $\mathcal E$ along $z$ has the extra energy $+\mathcal Ez$. Let $i,j$ label occupied and $a,b$ virtual real orbitals, with energies $\varepsilon$. To first order the orbitals become
\begin{equation}
\phi_i+\mathcal E\sum_aU_{ai}\phi_a,\qquad \phi_a-\mathcal E\sum_iU_{ai}\phi_i ,
\end{equation}
where the minus sign keeps them orthogonal. The Fock matrix is
\begin{equation}
F_{pq}=h_{pq}+\mathcal Ez_{pq}+\sum_j\big[2(pq|jj)-(pj|jq)\big],
\end{equation}
with $h_{pq}$ the field-free one-electron part and $(pq|rs)$ the Coulomb repulsion of the charge distributions $\phi_p\phi_q$ and $\phi_r\phi_s$. Self-consistency requires the element between each new virtual and each new occupied orbital to vanish. At first order the orbital changes contribute $(\varepsilon_a-\varepsilon_i)U_{ai}$ and the field contributes $z_{ai}$. Changing each of the two factors $\phi_j$ in the sum contributes $\sum_{bj}K_{ai,bj}U_{bj}$, with
\begin{equation}
K_{ai,bj}=4(ai|bj)-(ab|ij)-(aj|bi).
\end{equation}
Let $\Delta$ be the diagonal matrix of the differences $\varepsilon_a-\varepsilon_i$. Then
\begin{equation}
\Delta U+z+KU=0,\qquad\text{or}\qquad U=-\Delta^{-1}(z+KU).
\end{equation}
Put $y=\Delta^{1/2}U$ and multiply the second form by $\Delta^{1/2}$:
\begin{equation}
y=Ay+b,\quad A=-\Delta^{-1/2}K\Delta^{-1/2},\quad b=-\Delta^{-1/2}z .
\end{equation}
Each spatial orbital holds two electrons of charge $-1$, and either factor of $\phi_i^2$ can change. The induced dipole is therefore $-4\mathcal E\,z^TU$, and the polarizability is
\begin{equation}
\alpha=-4z^TU=-4z^T\Delta^{-1/2}y=4b^Ty .
\end{equation}

The matrix $M=I-A$ is symmetric, and $y^TMy=U^T(\Delta+K)U$. This form measures stability. Without a field, scale the rotation by $s$. The energy slope is $4\sum_{ai}U_{ai}F_{ai}(s)=4s\,U^T(\Delta+K)U$ to leading order, and integration from $s=0$ to 1 gives an energy rise of $2U^T(\Delta+K)U$. If every such real rotation, the same for both spins, raises the energy at second order, $M$ is positive definite and \eqref{eq:drop} excludes stagnation. The guarantee refers to the norm of $y$, in which the residuals are measured here.

\subsection*{Numbers}

The molecule is planar, with the chosen lengths 1.33~\AA\ for C=C and 1.09~\AA\ for C--H and an H--C--C angle of $121.5^\circ$. At the RHF/6-31+G* level, with five d functions on each carbon instead of the usual six, there are 44 basis functions and 8 occupied orbitals, hence $8\times36=288$ unknowns. The field lies along C=C. The eigenvalues of $A$ run from $-0.5935$ to $0.5374$, so the smallest eigenvalue of $M$ is $1-0.5374=0.4626$. The state is stable in the sense required.

All runs start from $y=0$. The residual norms, relative to $\|r_0\|$, are:
\begin{center}
\begin{tabular}{cccc}
$k$ & GMRES $y_k^G$ & Anderson $y_{k+1}$ & plain $y_{k+1}$\\
0&1.000&0.3776&0.3776\\
1&0.3715&0.1812&0.1971\\
2&0.1133&0.0497&0.1103\\
3&0.0279&0.0112&0.0633\\
4&$4.74\times10^{-3}$&$1.45\times10^{-3}$&0.0367\\
5&$6.56\times10^{-4}$&$1.82\times10^{-4}$&0.0214\\
7&$7.65\times10^{-6}$&$2.12\times10^{-6}$&0.0073
\end{tabular}
\end{center}
For $k=0$ to 7, $y_{k+1}$ and $g(y_k^G)$ differed by at most $1.5\times10^{-10}$ of the remaining error of $y_{k+1}$. The agreement is therefore not a by-product of both vectors being close to the solution.

The rows obey \eqref{eq:sandwich}. For symmetric $A$ the norm $\|A\|$ is the largest eigenvalue magnitude, 0.5935. At $k=1$ the extra step reduces the residual by the factor $0.1812/0.3715=0.488$, and the result is still above the next GMRES value, 0.1133. The costs also match: $y_{k+1}$ needs $g$ at $k+1$ points, and $y_k^G$ needs the initial residual and $k$ products with $M$.

The corresponding polarizability volumes in \AA$^3$ are:
\begin{center}
\begin{tabular}{cccc}
$k$ & GMRES $y_k^G$ & Anderson $y_{k+1}$ & plain $y_{k+1}$\\
0&0&4.2273&4.2273\\
1&3.9405&4.5239&4.5455\\
2&5.0722&5.1265&5.1482\\
3&5.2595&5.2628&5.0953\\
4&5.2762&5.2763&5.2595\\
5&5.2768&5.2768&5.2243
\end{tabular}
\end{center}
The value 4.2273 is the uncoupled response, with $K$ left out. Direct solution of the linear equations gives 5.2768~\AA$^3$, or 35.61~bohr$^3$. At $k=1$ and $k=2$ plain iteration lies slightly closer to this value than Anderson mixing, though its residual is larger: the method minimizes the residual, not the error of $\alpha$.

The polarizability converges faster than the residual. At $k=4$ its relative error in GMRES is $1.2\times10^{-4}$, while the relative residual is $4.7\times10^{-3}$. Since $y_*-y_k^G=M^{-1}r_k$ and $M$ is symmetric,
\begin{equation}
\alpha-\alpha_k=4b^TM^{-1}r_k=4y_*^Tr_k=4(y_*-Mw)^Tr_k
\end{equation}
for any $w\in K_k$. The last form holds because the least-squares residual $r_k$ is orthogonal to $MK_k$. Once $MK_k$ contains a good approximation to $y_*$, the error is a product of two small factors.

Full self-consistent calculations in finite fields test the response equations independently. By the symmetry of the molecule the induced dipole $\mu$ is odd in the field, so the cubic term cancels in
\begin{equation}
\alpha\simeq\frac13\left[\frac{4\mu(\mathcal E)}{\mathcal E}-\frac{\mu(2\mathcal E)}{2\mathcal E}\right].
\end{equation}
With $\mathcal E=10$~MV/cm this also gives 5.2768~\AA$^3$. At that field the linear dipole, divided by $e$, is
\begin{equation}
\frac{4\pi\varepsilon_0(5.2768\times10^{-30}\,\mathrm{m}^3)(10^9\,\mathrm{V/m})}{e}=3.6645\ \mathrm{pm},
\end{equation}
so the dipole itself is $3.6645\,e$\,pm. The full calculation differs from it by 0.0006\,\%. This nonlinear part is sensitive to the basis: in aug-cc-pVDZ it is 0.003\,\%, five times larger.

\subsection*{The model beside the real case}

The geometry is close to that of the real molecule. The field is roughly that at which good thin gate oxides fail, and ethylene gas at ordinary pressure would break down far below it, so the field is a setting for the calculation and not an operating condition. The larger basis aug-cc-pVDZ raises the RHF value by 3.5\,\%, to 5.46~\AA$^3$. Electron correlation at the MP2 level in that basis then lowers it by 6.1\,\%, to 5.13~\AA$^3$. Both values come from the energy change in a field of 10~MV/cm. Lengthening C=C by 0.01~\AA, with C--H and the angle fixed, adds 1.3\,\% at the original level. Direction matters more: across C=C in the plane the value is 3.02~\AA$^3$, and normal to the plane 2.57~\AA$^3$. For random orientation the mean is $(5.28+3.02+2.57)/3=3.62$~\AA$^3$ at the original level. The original basis is too small for the two directions across the axis. In aug-cc-pVDZ the RHF values there are 3.59~\AA$^3$ in the plane and 3.33~\AA$^3$ normal to it, higher by 19\,\% and 30\,\%, and the mean becomes 4.13~\AA$^3$. MP2 in that basis gives a mean of 4.04~\AA$^3$. The aug-cc-pVDZ values are not converged to the digits shown either: RHF in aug-cc-pVTZ, with density fitting, gives 5.45~\AA$^3$ along C=C, 3.67~\AA$^3$ in the plane and 3.37~\AA$^3$ normal to it, a mean of 4.16~\AA$^3$. Vibrational response, correlation beyond MP2 and the polarization of any surroundings are left out and not sized.

Changing the basis, the geometry or the field direction alters $A$ or $b$, not the theorem. A ground-state self-consistency cycle is a different matter, because its map is nonlinear. If that map is smooth, $f(x_*+\delta)=-M\delta+O(\|\delta\|^2)$ near the solution, and the equivalence belongs to the linear part. Stored points from far away, or a truncated memory, break its assumptions.
